\section*{Franck-Condon factors and phonon numbers of a displaced-oscillator trap}

\section*{The model}

When a defect in a solid captures or emits an electron, the surrounding atoms can acquire new equilibrium positions. The problem is to find how many phonons this displacement can leave behind.

Describe the atomic motion by one mass-weighted coordinate $Q$, with momentum $P$ and $[Q,P]=i\hbar$. Before and after the change of charge state, the vibrational Hamiltonians are
\begin{align}
H_i&=\tfrac12P^2+\tfrac12\omega^2Q^2, \\
H_f&=\tfrac12P^2+\tfrac12\omega^2(Q-\Delta Q)^2,\qquad \Delta Q>0 .
\end{align}
Electronic energies are counted separately. Both wells are harmonic and have the same frequency. Their levels are $|m_i\rangle$ and $|n_f\rangle$, with $m,n=0,1,2,\dots$. At zero temperature the oscillator starts in $|0_i\rangle$. The electronic matrix element $V$ that drives the transition is taken to be independent of $Q$ (the Condon approximation), so the vibrational part of the amplitude is the overlap $\langle n_f|0_i\rangle$.

\section*{(a) Ladder operators of the two wells}

\textbf{Question.} Relate the lowering operators of the two wells. How does the final one act on $|0_i\rangle$?

\textbf{Solution.} For the initial well define
\begin{equation}
a=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right).
\end{equation}
Multiplying out, with the order of $Q$ and $P$ kept,
\begin{equation}
a^\dagger a=\frac{\omega}{2\hbar}\left(Q^2+\frac{P^2}{\omega^2}+\frac{i}{\omega}[Q,P]\right)=\frac{H_i}{\hbar\omega}-\frac12 ,
\end{equation}
because $i[Q,P]/\omega=-\hbar/\omega$. The final well differs only by $Q\to Q-\Delta Q$, so its lowering operator is
\begin{equation}
b=\sqrt{\frac{\omega}{2\hbar}}\left(Q-\Delta Q+\frac{iP}{\omega}\right)=a-g,\qquad g=\Delta Q\sqrt{\frac{\omega}{2\hbar}} .
\end{equation}
Since $g$ is a number, $[b,b^\dagger]=[a,a^\dagger]=1$, and $H_f=\hbar\omega(b^\dagger b+\tfrac12)$. The initial ground state obeys $a|0_i\rangle=0$. Hence
\begin{equation}
b|0_i\rangle=-g|0_i\rangle . \label{eq:coh}
\end{equation}
The initial ground state is an eigenstate of the final lowering operator, that is, a coherent state of the final well. Equal frequencies are essential here: otherwise $b$ would also contain $a^\dagger$.

\section*{(b) The Franck-Condon factors}

\textbf{Question.} Find $c_n=\langle n_f|0_i\rangle$, including its sign, and the probability $P_n=|c_n|^2$.

\textbf{Solution.} The final levels form a complete set, so $|0_i\rangle=\sum_n c_n|n_f\rangle$. With $b|n_f\rangle=\sqrt n\,|(n-1)_f\rangle$, equation (\ref{eq:coh}) becomes
\begin{equation}
\sum_{n\ge1}c_n\sqrt n\,|(n-1)_f\rangle=-g\sum_{n\ge0}c_n|n_f\rangle .
\end{equation}
Comparing the coefficients of $|n_f\rangle$ gives $\sqrt{n+1}\,c_{n+1}=-g\,c_n$. Repeated use from $n=0$ yields
\begin{equation}
c_n=\frac{(-g)^n}{\sqrt{n!}}\,c_0 .
\end{equation}
Normalization fixes the modulus of $c_0$:
\begin{equation}
1=\sum_n|c_n|^2=|c_0|^2\sum_n\frac{g^{2n}}{n!}=|c_0|^2e^{g^2}.
\end{equation}
Both ground-state wave functions are chosen as positive Gaussians, so their overlap is positive and $c_0=e^{-g^2/2}$. Define the Huang-Rhys factor
\begin{equation}
S=g^2=\frac{\omega\,\Delta Q^2}{2\hbar}. \label{eq:S}
\end{equation}
Then
\begin{equation}
\boxed{\;\langle n_f|0_i\rangle=(-1)^n e^{-S/2}\frac{S^{n/2}}{\sqrt{n!}},\qquad P_n=e^{-S}\frac{S^n}{n!}\;} \label{eq:P}
\end{equation}
This is a Poisson distribution. The signs belong to the convention $|n_f\rangle=(b^\dagger)^n|0_f\rangle/\sqrt{n!}$, in which the rightmost lobe of each wave function is positive. For $n=1$ the final wave function is $Q-\Delta Q$ times a positive Gaussian. It is negative on the left, where the initial Gaussian is centred, and the overlap is therefore negative.

\section*{(c) Mean, spread and energy}

\textbf{Question.} Find the mean and variance of $n$, the most probable $n$, and the mean energy that corresponds to the displacement.

\textbf{Solution.} The factor $n$ cancels against $n!$:
\begin{align}
\langle n\rangle&=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S,\\
\langle n(n-1)\rangle&=e^{-S}\sum_{n\ge2}\frac{S^n}{(n-2)!}=S^2 .
\end{align}
The variance is $\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=S$, equal to the mean.

Successive weights have the ratio
\begin{equation}
\frac{P_{n+1}}{P_n}=\frac{S}{n+1}. \label{eq:ratio}
\end{equation}
They grow as long as $n+1<S$, so for non-integer $S$ the maximum lies at the integer part of $S$. For integer $S\ge1$ the levels $S-1$ and $S$ share it.

For the energy, use $\langle0_i|Q|0_i\rangle=0$:
\begin{equation}
\langle H_f\rangle-\langle H_i\rangle=\frac{\omega^2}{2}\left\langle(Q-\Delta Q)^2-Q^2\right\rangle=\frac{\omega^2\Delta Q^2}{2}=S\hbar\omega .
\end{equation}
This is the relaxation energy: the potential energy stored when the charge changes while the atoms are still at their old mean position. Thus $S$ measures that energy in phonons.

Two limits show the range of behaviour. For $S\ll1$, $P_0\simeq1-S$ and $P_1\simeq S$, so the oscillator is mostly left unexcited. For $S\gg1$ the relative width $\sqrt S/S=1/\sqrt S$ is small, and the energy in the final well is close to the classical value $\omega^2\Delta Q^2/2$.

\section*{(d) Numbers for a model trap}

\textbf{Question.} Take $\hbar\omega=50$ meV and $\Delta Q=1.00$ amu$^{1/2}$\,\AA. Evaluate $S$, the relaxation energy and the weights.

\textbf{Solution.} The zero-point spread is $\sigma=\sqrt{\hbar/2\omega}=0.2045$ amu$^{1/2}$\,\AA. Equation (\ref{eq:S}) can be written as
\begin{equation}
S=\frac{\Delta Q^2}{4\sigma^2}=\frac{1.00^2}{4\times0.2045^2}=5.98 .
\end{equation}
The displacement is about five zero-point spreads. The relaxation energy is $5.98\times50\ \mathrm{meV}=299$ meV. Some of the overlaps and weights are:
\begin{center}
\begin{tabular}{rrr}
$n$ & $\langle n_f|0_i\rangle$ & $P_n$\\ \hline
0 & $0.0503$ & $0.0025$\\
1 & $-0.1229$ & $0.0151$\\
2 & $0.2126$ & $0.0452$\\
3 & $-0.3002$ & $0.0901$\\
4 & $0.3670$ & $0.1347$\\
5 & $-0.4014$ & $0.1611$\\
6 & $0.4008$ & $0.1606$\\
10 & $0.2019$ & $0.0408$
\end{tabular}
\end{center}
These overlaps were obtained by diagonalizing both wells on a grid, without equation (\ref{eq:P}), and the squared overlaps agree with the Poisson formula to all printed digits. The near equality of $P_5$ and $P_6$ follows from (\ref{eq:ratio}): $P_6/P_5=5.98/6=0.997$. The zero-phonon weight is small because $P_0=e^{-5.98}$.

\section*{(e) Several modes}

\textbf{Question.} Let the lattice have independent modes $k$, each displaced with its own $S_k$ and keeping its own frequency $\omega_k$. How is the total phonon number distributed?

\textbf{Solution.} The initial ground state and the final levels are products over modes, so the numbers $n_k$ are independent. The generating function of one mode is
\begin{equation}
G_k(z)=\sum_n P_n^{(k)}z^n=e^{-S_k}\sum_n\frac{(S_kz)^n}{n!}=e^{S_k(z-1)} .
\end{equation}
For a sum of independent numbers the generating functions multiply:
\begin{equation}
G(z)=\prod_kG_k(z)=\exp\Big[(z-1)\sum_kS_k\Big].
\end{equation}
This is the generating function of a Poisson law with mean $\sum_kS_k$. The frequencies need not be equal. The total number does not then fix the energy, whose mean above the zero-point level is $\sum_kS_k\hbar\omega_k$. For two modes of different frequency with $S_1=2.153$ and $S_2=2.297$, the overlaps computed on the grid give a mean total number of $4.450$, the sum of the two.

\section*{(f) Phonons left by a nonradiative transition}

\textbf{Question.} $P_n$ is the weight of $|0_i\rangle$ on the final levels. Is it also the distribution of phonon numbers after a nonradiative transition? Consider first two discrete electronic levels, then an electron leaving the trap for a band with constant density of states.

\textbf{Solution.} The full matrix element is $V\langle n_f|0_i\rangle$. Let $\Delta E$ be the energy released between the lowest vibrational levels of the two charge states. For discrete electronic levels the golden rule reads
\begin{equation}
R=\frac{2\pi}{\hbar}|V|^2\sum_nP_n\,\delta(\Delta E-n\hbar\omega).
\end{equation}
No photon or free electron carries energy away, so the phonons must take all of it: $n=\Delta E/\hbar\omega$. The final number is fixed by energy conservation, and $P_n$ is a factor in the rate. With a single undamped mode the expression is a set of spikes. A finite rate needs a continuum, supplied for instance by a spread of phonon frequencies.

A band provides an electronic continuum. Let its bottom be at energy zero, let its density of states $\rho$ and the coupling $V$ be constant, and let the electron have energy $E_0>0$ if no phonon is left behind. The trap level thus lies above the band bottom, as a resonant level does; for a level in the gap, $E_0<0$, this model has no emission at zero temperature. With $n$ phonons it emerges at
\begin{equation}
\varepsilon_n=E_0-n\hbar\omega .
\end{equation}
Channel $n$ is open if $\varepsilon_n>0$; the top of the band is assumed to lie above $E_0$. Let $N$ be the largest open $n$. Integrating the golden-rule delta function over the band gives
\begin{equation}
\Gamma_n=\Gamma_0P_n\quad(n\le N),\qquad \Gamma_0=\frac{2\pi}{\hbar}|V|^2\rho ,
\end{equation}
and zero for $n>N$. The total rate and the share of each open channel are
\begin{equation}
\Gamma=\Gamma_0F_N,\qquad F_N=\sum_{n=0}^NP_n,\qquad p_n=\frac{P_n}{F_N}. \label{eq:cut}
\end{equation}
For $N\ge1$ the mean phonon number is
\begin{equation}
\sum_{n=0}^{N}n\,p_n=\frac{S}{F_N}\sum_{n=1}^{N}e^{-S}\frac{S^{n-1}}{(n-1)!}=S\,\frac{F_{N-1}}{F_N}.
\end{equation}
It lies below $S$ because the closed channels are those with the most phonons. When $N$ exceeds $S$ by several times $\sqrt S$, $F_N$ approaches one and the phonons left behind follow the full Poisson law with mean $S$.

The sharp cut between open and closed channels is a weak-coupling result. It requires energies $\varepsilon_n$, of open and closed channels alike, many $\hbar\Gamma_0$ away from the band edges, and hence $\hbar\Gamma_0\ll\hbar\omega$. If all channels of appreciable weight lie far inside a wide band with constant density of states, the full Poisson law holds even for $\hbar\Gamma_0$ comparable with $\hbar\omega$, because the band then damps all vibrational states of the trap equally. This is a limit, approached slowly: for $S=2$ and $\hbar\Gamma_0=\hbar\omega$ the mean phonon number is $2.10$, $2.02$ and $2.006$ when both band edges lie $8$, $30$ and $100\,\hbar\omega$ from $E_0$. Both results give the phonon numbers just after emission, before the lattice carries the vibrational energy away.

\section*{(g) A trap near the band bottom}

\textbf{Question.} For the trap of part (d), let $E_0=0.225$ eV. Find the reduction of the rate and the mean phonon number. How well does the golden rule describe the time evolution of such a system?

\textbf{Solution.} Here $E_0/\hbar\omega=4.5$, so $N=4$. Adding the weights,
\begin{equation}
F_4=0.0025+0.0151+0.0452+0.0901+0.1347=0.288 .
\end{equation}
The lifetime is $1/F_4=3.48$ times that with all channels open. With $F_3=0.153$, the mean phonon number is $5.98\times0.153/0.288=3.18$. The relaxation energy of 299 meV exceeds $E_0$, yet emission still occurs, through the low-$n$ part of the distribution. These numbers belong to the model with constant $\rho$ and $V$. Near the bottom of a three-dimensional parabolic band $\rho\propto\sqrt\varepsilon$, so channel $n$ is weighted by $P_n\sqrt{\varepsilon_n/E_0}$ relative to $\Gamma_0$ evaluated at $E_0$. The rate factor is then $0.146$ in place of $0.288$, and the mean phonon number is $2.84$. A coupling proportional to $Q$ with constant $\rho$ gives an open fraction of $0.420$ and a mean of $2.52$.

The golden rule was tested on a smaller system by solving the Schr\"odinger equation for a trap, an oscillator and a band of 150 discrete levels. The displaced trap Hamiltonian was written in the number states of the final well, and no Franck-Condon factors were supplied. In units of $\hbar\omega$, the parameters were $E_0=3.5$, a band from 0 to 4.5, and $\hbar\Gamma_0=0.020$, with $S=2$. The state was examined at $t=150/\omega$. The level spacing is $4.5/150=0.03$, so the discrete band rephases only at about $2\pi/(0.03\,\omega)=209/\omega$, which is later.

The shares for $n=0,1,2,3$ were $0.156$, $0.315$, $0.317$, $0.211$. Equation (\ref{eq:cut}) gives $0.158$, $0.316$, $0.316$, $0.211$. The closed channels held $0.0007$ of the emitted population. The mean electron energies were $3.49$, $2.50$, $1.50$, $0.50$, as energy conservation requires within the small width of the channels. The trap remained occupied with probability $0.0766$, compared with
\begin{equation}
e^{-\Gamma_0F_3t}=e^{-0.020\times0.8571\times150}=0.0764 .
\end{equation}

\section*{(h) Where the Poisson law fails}

\textbf{Question.} Find the mean and variance of $n$ if the oscillator starts in $|m_i\rangle$, and if it starts in $|0_i\rangle$ but the final frequency is $\omega_f=r\omega$.

\textbf{Solution.} For equal frequencies,
\begin{equation}
b^\dagger b=(a^\dagger-g)(a-g)=a^\dagger a-g(a+a^\dagger)+S .
\end{equation}
In $|m_i\rangle$ the middle term averages to zero, so the mean is $m+S$. The deviation from the mean is $-g(a+a^\dagger)|m_i\rangle$, and its squared norm gives the variance:
\begin{equation}
S\,\langle m_i|(a+a^\dagger)^2|m_i\rangle=(2m+1)S .
\end{equation}
For $m=1$ and the trap above, the mean is $6.98$ and the variance $17.94$. They differ, so the distribution is not Poisson. Thermal occupation of excited levels therefore changes the law. So does a coupling linear in $Q$, because $Q|0_i\rangle=\sigma|1_i\rangle$ brings in the overlaps of $|1_i\rangle$.

For a changed frequency, use the dimensionless variables $y=Q\sqrt{\omega_f/\hbar}$ and $p=P/\sqrt{\hbar\omega_f}$, and let $S_f=\omega_f\Delta Q^2/2\hbar$. The final number operator is
\begin{equation}
\hat n=\tfrac12\left[(y-\sqrt{2S_f})^2+p^2-1\right]=S_f-\sqrt{2S_f}\,y+\tfrac12(y^2+p^2-1).
\end{equation}
The initial wave function is proportional to $e^{-y^2/2r}$, so $\langle y\rangle=0$, $\langle y^2\rangle=r/2$ and $\langle p^2\rangle=1/(2r)$. Therefore
\begin{equation}
\langle n\rangle=S_f+\frac14\left(r+\frac1r-2\right)=S_f+\frac{(1-r)^2}{4r}.
\end{equation}
In the variance, the term linear in $y$ contributes $2S_f\langle y^2\rangle=rS_f$. Its cross terms with $y^2+p^2$ vanish by parity. For the rest, Gaussian statistics give $\mathrm{Var}(y^2)=r^2/2$ and $\mathrm{Var}(p^2)=1/(2r^2)$. Acting on the wave function, $p^2$ gives the factor $1/r-y^2/r^2$. With $\langle y^4\rangle=3r^2/4$ this yields $\langle y^2p^2\rangle=\tfrac12-\tfrac34=-\tfrac14$, and the same for $\langle p^2y^2\rangle$. The cross terms sum to $-\tfrac12-2\langle y^2\rangle\langle p^2\rangle=-1$. Thus
\begin{equation}
\mathrm{Var}(n)=rS_f+\frac14\left(\frac{r^2}{2}+\frac1{2r^2}-1\right)=rS_f+\frac18\left(r-\frac1r\right)^2 .
\end{equation}
At $r=1$ both results return to $S$. For $r=0.80$, $S_f=4.785$; the mean is $4.785+0.0125=4.80$, while the variance is $3.828+0.025=3.85$. At this displacement the softer final well gives a distribution narrower than a Poisson law of the same mean. At very small displacement the order is reversed: for $\Delta Q=0$ the mean is $0.0125$ and the variance $0.025$. For the displaced well, the grid calculation confirms the mean $4.80$ and the variance $3.85$.

\section*{Table of computed values}
\begin{verbatim}
phonon energy: 50.0 meV
angular frequency: 7.5963e+13 rad/s
displacement dQ: 1.00 amu^0.5 angstrom
zero-point rms of Q: 0.2045 amu^0.5 angstrom
g = sqrt(S): 2.4455 (no unit)
S from formula: 5.9806 (no unit)
relaxation energy from grid: 299.03 meV
mean n from grid: 5.9806; variance: 5.9806
n, overlap from grid, weight from grid, Poisson weight (no unit)
 0   0.05027  0.002527  0.002527
 1  -0.12294  0.015114  0.015114
 2   0.21260  0.045197  0.045197
 3  -0.30017  0.090102  0.090102
 4   0.36704  0.134717  0.134717
 5  -0.40142  0.161138  0.161138
 6   0.40077  0.160618  0.160618
 7  -0.37044  0.137228  0.137228
 8   0.32030  0.102589  0.102589
 9  -0.26110  0.068172  0.068172
10   0.20192  0.040771  0.040771
11  -0.14889  0.022167  0.022167
12   0.10511  0.011048  0.011048
largest weight at n = 5
sum of weights n = 0 to 12: 0.99139
two modes: S1 = 2.1530, S2 = 2.2966, sum = 4.4496
two modes, mean total n from grid: 4.4496
start in level 1: mean 6.9806, variance 17.9419
softer final well: frequency ratio 0.80, S_f 4.7845
softer final well: mean 4.7970, variance 3.8529
energy above band bottom: 0.225 eV; highest open n: 4
open fraction F: 0.2877; lifetime factor 1/F: 3.476
mean emitted n with open channels only: 3.1798
time-dependent test, energies in units of hbar omega:
S 2.0, trap level 3.5, band 0 to 4.5, hbar Gamma_0 0.020
band levels 150, phonon states 12, time 150/omega
n, share from dynamics, cut Poisson share, mean electron energy
 0   0.1563   0.1579   3.4937
 1   0.3150   0.3158   2.4973
 2   0.3166   0.3158   1.5002
 3   0.2114   0.2105   0.5047
share in closed channels: 0.00071
open fraction in this test: 0.8571
trap survival: dynamics 0.0766, golden rule 0.0764
\end{verbatim}
